# Density and Temperature Filters in a Weakly Modulated Global Plasma Model: a numerical check

```python
"""
Weak power modulation of a global plasma model.
Result under test, without electron thermal storage:
    eta/p   = 1/(1 + i w tau)                 (density, low-pass)
    theta/p = (1/b) i w tau/(1 + i w tau)     (temperature, high-pass)
eta, theta, p: relative changes of electron density, temperature, power;
w: angular frequency; a = d(ionization rate - loss rate)/d ln T;
b = d ln(energy loss rate per electron)/d ln T; tau = b/a.
With storage, s = 1.5 T0/(energy loss rate per electron), and
    eta/p = 1/(1 + i w (tau+s) - w^2 s/a), theta = i w eta/a.
Energies are in eV, other internal quantities in Gaussian cgs units.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaincc

# Physical constants and round model inputs
EV = sc.e * 1e7                       # erg per eV
m_e = sc.m_e * 1e3                    # g
mass_number = 40.0
M_ion = mass_number * sc.atomic_mass * 1e3
pressure_mTorr, gas_K, power_W = 10.0, 400.0, 300.0
radius, height = 15.0, 10.0           # cm
h_axial, h_radial = 0.2, 0.1          # edge-to-bulk density ratios
E_ion, E_exc = 16.0, 12.0             # eV
K_ion, K_exc, K_el = 5e-8, 4e-8, 1e-7  # cm3/s
gas_density = pressure_mTorr * 1e-3 * sc.torr / (sc.k * gas_K) * 1e-6
volume = np.pi * radius**2 * height
loss_area = 2*np.pi*radius**2*h_axial + 2*np.pi*radius*height*h_radial
wall_factor = 2.5 + 0.5*np.log(M_ion/(2*np.pi*m_e))


def model(T, q=0.5, T_ref=1.0, sigma=0.0, n_ratio=1.0, gas_factor=1.0):
    """Ionization rate, loss rate (1/s), energy loss channels (eV/s)."""
    ng = gas_density * gas_factor
    ion = ng*K_ion*np.exp(-E_ion/T)*n_ratio**sigma
    exc = ng*K_exc*np.exp(-E_exc/T)
    loss = loss_area/volume*np.sqrt(T*EV/M_ion)*(T/T_ref)**(q-0.5)
    channels = np.array([E_ion*ion, E_exc*exc,
                         3*m_e/M_ion*T*ng*K_el*np.ones_like(T),
                         wall_factor*T*loss])
    return ion, loss, channels


def steady_temperature(**options):
    def net(T):
        ion, loss, _ = model(T, **options)
        return ion - loss
    return brentq(net, 1.0, 8.0, xtol=1e-13)


T0 = steady_temperature()
ion0, nu0, channels0 = model(T0)
cool0 = channels0.sum()
shares = channels0/cool0
n0 = power_W*1e7/(volume*cool0*EV)


def coefficients(q):
    slopes = np.array([E_ion/T0, E_exc/T0, 1.0, 1.0+q])
    return nu0*(E_ion/T0-q), float(shares @ slopes)


# Formula coefficients against finite differences of the model itself
step = 1e-5
for q in (0.0, 0.5, 1.0):
    up = model(T0*np.exp(step), q=q, T_ref=T0)
    down = model(T0*np.exp(-step), q=q, T_ref=T0)
    a_num = ((up[0]-up[1])-(down[0]-down[1]))/(2*step)
    b_num = np.log(up[2].sum()/down[2].sum())/(2*step)
    a_formula, b_formula = coefficients(q)
    assert abs(a_num/a_formula-1) < 1e-6
    assert abs(b_num/b_formula-1) < 1e-6
a, b = coefficients(0.5)
tau = b/a
s = 1.5*T0/cool0
assert a > 0 and b > 0

# Periodic solutions of the nonlinear model without thermal storage
logT_grid = np.linspace(np.log(T0)-0.5, np.log(T0)+0.5, 4001)
ion_g, loss_g, channels_g = model(np.exp(logT_grid))
log_cool = np.log(channels_g.sum(axis=0))
net_of = CubicSpline(log_cool, ion_g-loss_g)
logT_of = CubicSpline(log_cool, logT_grid)
wtau = np.array([0.1, 0.3, 1.0, 3.0, 10.0, 1.0])
amp = np.array([0.01, 0.01, 0.01, 0.01, 0.01, 0.5])
omega = wtau/tau
steps, periods = 400, 40
dphi = 2*np.pi/steps


def phase_rhs(phi, log_n):
    argument = np.log(cool0)+np.log(1+amp*np.cos(phi))-log_n
    return net_of(argument)/omega


log_n = np.zeros(len(wtau))
phases, densities, temperatures = [], [], []
for k in range(steps*periods):
    phi = (k % steps)*dphi
    if k >= steps*(periods-1):
        phases.append(phi)
        densities.append(np.exp(log_n))
        argument = np.log(cool0)+np.log(1+amp*np.cos(phi))-log_n
        temperatures.append(np.exp(logT_of(argument))/T0)
    k1 = phase_rhs(phi, log_n)
    k2 = phase_rhs(phi+dphi/2, log_n+dphi*k1/2)
    k3 = phase_rhs(phi+dphi/2, log_n+dphi*k2/2)
    k4 = phase_rhs(phi+dphi, log_n+dphi*k3)
    log_n = log_n+dphi*(k1+2*k2+2*k3+k4)/6
phases = np.array(phases)
densities, temperatures = np.array(densities), np.array(temperatures)
fourier = np.exp(-1j*phases)
eta_sim = 2/steps*(fourier @ densities)/amp
theta_sim = 2/steps*(fourier @ temperatures)/amp
eta_ideal = 1/(1+1j*wtau)
theta_ideal = 1j*wtau/(b*(1+1j*wtau))
# Remaining differences are of second order in the 1% amplitude
assert np.all(abs(eta_sim/eta_ideal-1)[:5] < 1e-3)
assert np.all(abs(theta_sim/theta_ideal-1)[:5] < 1e-3)
circle = abs(eta_sim[:5])**2+b**2*abs(theta_sim[:5])**2
assert np.all(abs(circle-1) < 2e-3)
large_mean = densities[:, 5].mean()
large_second = abs(2/steps*(fourier**2 @ densities[:, 5]))
large_ratio = large_second/abs(eta_sim[5]*amp[5])

# Small power step: immediate temperature jump, then exponential decay
jump = 1e-3
trace = solve_ivp(lambda t, y: tau*net_of(np.log(cool0*(1+jump))-y),
                  (0, 1), [0.0], rtol=1e-9, atol=1e-12)
for y, expected_T, expected_n in [
        (0.0, 1/b, 0.0),
        (trace.y[0, -1], np.exp(-1)/b, 1-np.exp(-1))]:
    theta_step = (np.exp(logT_of(np.log(cool0*(1+jump))-y))/T0-1)/jump
    assert abs(theta_step/expected_T-1) < 0.005
    assert abs(np.expm1(y)/jump-expected_n) < 0.005


# Complete model with storage, linearized numerically
def full_rhs(x):
    T = T0*np.exp(x[1])
    ion, loss, channels = model(T)
    net = ion-loss
    heating = cool0*np.exp(x[2]-x[0])
    return np.array([net, (heating-channels.sum())/(1.5*T)-net])


jacobian = np.array([(full_rhs(step*e)-full_rhs(-step*e))/(2*step)
                     for e in np.eye(3)]).T


def full_response(w):
    return np.linalg.solve(1j*w*np.eye(2)-jacobian[:, :2],
                           jacobian[:, 2])


for w in np.array([0.1, 1, 10, 100, 1000])/tau:
    eta_f = 1/(1+1j*w*(tau+s)-w*w*s/a)
    expected = np.array([eta_f, 1j*w*eta_f/a])
    assert np.all(abs(full_response(w)/expected-1) < 1e-5)
peak_w, peak_height = np.sqrt(a/s), 1/(b+a*s)
found = minimize_scalar(
    lambda x: -abs(full_response(np.exp(x))[1]),
    bounds=(np.log(0.1/tau), np.log(1000/tau)), method="bounded",
    options={"xatol": 1e-9})
assert abs(np.exp(found.x)/peak_w-1) < 1e-3
assert abs(-found.fun/peak_height-1) < 1e-6
width = (b+a*s)/s
upper_w = (width+np.sqrt(width**2+4*a/s))/2
lower_w = (a/s)/upper_w


def half_power(w):
    return abs(full_response(w)[1])-peak_height/np.sqrt(2)


assert abs(brentq(half_power, peak_w, 100*upper_w)/upper_w-1) < 1e-5
assert abs(brentq(half_power, lower_w/100, peak_w)/lower_w-1) < 1e-5
density_corner = brentq(
    lambda w: abs(full_response(w)[0])-1/np.sqrt(2), 0.1/tau, 10/tau)

# Density-dependent ionization: displaced steady states give the shelf
sigma, shift = 0.1, 1e-4
points = []
for x in (-shift, shift):
    r = np.exp(x)
    T = steady_temperature(sigma=sigma, n_ratio=r)
    cooling = model(T, sigma=sigma, n_ratio=r)[2].sum()
    points.append((np.log(T), x+np.log(cooling)))
shelf_num = (points[1][0]-points[0][0])/(points[1][1]-points[0][1])
density_gain = 1/(1+shares[0]*sigma-sigma*nu0*tau)
shelf = -sigma*nu0/a*density_gain
assert abs(shelf_num/shelf-1) < 1e-5
assert abs(2*shift/(points[1][1]-points[0][1])/density_gain-1) < 1e-5

# Gas density changes move the steady temperature
gas_slope_num = np.log(steady_temperature(gas_factor=np.exp(shift)) /
                       steady_temperature(gas_factor=np.exp(-shift)))
gas_slope_num /= 2*shift
gas_slope = -nu0/a
assert abs(gas_slope_num/gas_slope-1) < 1e-5

# Coulomb energy exchange and inelastic loss for a tail electron
charge = sc.e*sc.c*10                  # statcoulomb
speed = np.sqrt(2*E_exc*EV/m_e)
coulomb_log = 10.0
b90 = 2*charge**2/(m_e*speed**2)
integral = quad(lambda x: 1/(1+np.exp(-2*x)), -15, coulomb_log,
                epsabs=1e-10, limit=200)[0]
exchange_num = 2*np.pi*b90**2*n0*speed*integral
exchange = 8*np.pi*charge**4*n0*coulomb_log/(m_e**2*speed**3)
assert abs(exchange_num/exchange-1) < 1e-6
excitation_rate = gas_density*K_exc*np.exp(-E_exc/T0)
tail_fraction = gammaincc(1.5, E_exc/T0)
tail_inelastic = excitation_rate/tail_fraction
bohm_speed = np.sqrt(T0*EV/M_ion)
transit = height/2/bohm_speed

# Numerical example
print(f"pressure {pressure_mTorr:.0f} mTorr; gas temperature {gas_K:.0f} K")
print(f"absorbed power {power_W:.0f} W; ion mass {mass_number:.0f} u")
print(f"radius {radius:.0f} cm; height {height:.0f} cm")
print(f"edge ratios: axial {h_axial:.1f}, radial {h_radial:.1f}")
print(f"ionization energy {E_ion:.0f} eV; excitation {E_exc:.0f} eV")
print(f"ionization rate prefactor {K_ion:.1e} cm3/s")
print(f"excitation rate prefactor {K_exc:.1e} cm3/s")
print(f"elastic rate coefficient {K_el:.1e} cm3/s")
print(f"gas density {gas_density:.3e} cm^-3")
print(f"volume {volume:.1f} cm3; effective loss area {loss_area:.1f} cm2")
print(f"wall energy factor {wall_factor:.3f} (times T)")
print(f"steady electron temperature {T0:.4f} eV")
print(f"steady electron density {n0:.3e} cm^-3")
print(f"Bohm speed {bohm_speed:.3e} cm/s")
print(f"steady ionization = loss rate {nu0:.3e} s^-1")
print(f"energy loss per ion pair {cool0/nu0:.2f} eV")
for name, share in zip(("ionization", "excitation", "elastic", "wall"),
                       shares):
    print(f"energy share, {name}: {100*share:.2f} %")
print(f"a = {a:.3e} s^-1; a/loss rate = {a/nu0:.3f}")
print(f"b = {b:.3f}; high-frequency gain 1/b = {1/b:.4f}")
print(f"tau = {tau*1e6:.2f} us; tau times loss rate = {tau*nu0:.3f}")
print(f"ideal corner frequency {1/(2*np.pi*tau)/1e3:.3f} kHz")
print("10% power modulation (ideal; then with storage):")
for x in (0.1, 1.0, 10.0):
    h = 1/(1+1j*x)
    g = 1j*x*h/b
    full = full_response(x/tau)
    print(f"w tau {x:.1f}: frequency {x/(2*np.pi*tau)/1e3:.3f} kHz")
    print(f"  density {10*abs(h):.3f}; {10*abs(full[0]):.3f} %")
    print(f"  temperature {0.1*T0*abs(g):.4f}; "
          f"{0.1*T0*abs(full[1]):.4f} eV")
    print(f"  ideal phases: n {np.degrees(np.angle(h)):.1f}, "
          f"T {np.degrees(np.angle(g)):.1f} deg")
print(f"storage time s {s*1e6:.3f} us; s/tau {s/tau:.4f}")
print(f"density corner with storage {density_corner/2/np.pi/1e3:.3f} kHz")
print(f"temperature peak: {peak_w/2/np.pi/1e3:.2f} kHz, "
      f"gain {peak_height:.4f}")
print(f"temperature band: {lower_w/2/np.pi/1e3:.3f} to "
      f"{upper_w/2/np.pi/1e3:.1f} kHz")
print("50% modulation at w tau = 1, without storage:")
print(f"  density gain {abs(eta_sim[5]):.4f}; linear {2**-0.5:.4f}")
print(f"  mean density shift {100*(large_mean-1):.3f} %")
print(f"  second/first density harmonic {100*large_ratio:.2f} %")
print(f"ion transit over half height {transit*1e6:.2f} us")
for q in (0.0, 1.0):
    aq, bq = coefficients(q)
    print(f"loss exponent {q:.0f}: tau {bq/aq*1e6:.2f} us, 1/b {1/bq:.4f}")
print(f"ionization density exponent {sigma:.1f}: static T gain {shelf:.4f}")
print(f"  static density gain {density_gain:.4f}")
print(f"d ln T0/d ln gas density {gas_slope:.4f}")
print(f"tail energy exchange {exchange:.2e} s^-1 (Coulomb log "
      f"{coulomb_log:.0f})")
print(f"tail inelastic rate {tail_inelastic:.2e} s^-1")
print("done: every assertion held")
```

It prints:

```
pressure 10 mTorr; gas temperature 400 K
absorbed power 300 W; ion mass 40 u
radius 15 cm; height 10 cm
edge ratios: axial 0.2, radial 0.1
ionization energy 16 eV; excitation 12 eV
ionization rate prefactor 5.0e-08 cm3/s
excitation rate prefactor 4.0e-08 cm3/s
elastic rate coefficient 1.0e-07 cm3/s
gas density 2.414e+14 cm^-3
volume 7068.6 cm3; effective loss area 377.0 cm2
wall energy factor 7.180 (times T)
steady electron temperature 2.3320 eV
steady electron density 2.427e+11 cm^-3
Bohm speed 2.372e+05 cm/s
steady ionization = loss rate 1.265e+04 s^-1
energy loss per ion pair 86.28 eV
energy share, ionization: 18.54 %
energy share, excitation: 61.84 %
energy share, elastic: 0.21 %
energy share, wall: 19.40 %
a = 8.046e+04 s^-1; a/loss rate = 6.361
b = 4.748; high-frequency gain 1/b = 0.2106
tau = 59.00 us; tau times loss rate = 0.746
ideal corner frequency 2.697 kHz
10% power modulation (ideal; then with storage):
w tau 0.1: frequency 0.270 kHz
  density 9.950; 9.946 %
  temperature 0.0049; 0.0049 eV
  ideal phases: n -5.7, T 84.3 deg
w tau 1.0: frequency 2.697 kHz
  density 7.071; 6.919 %
  temperature 0.0347; 0.0340 eV
  ideal phases: n -45.0, T 45.0 deg
w tau 10.0: frequency 26.974 kHz
  density 0.995; 0.948 %
  temperature 0.0489; 0.0466 eV
  ideal phases: n -84.3, T 5.7 deg
storage time s 3.205 us; s/tau 0.0543
density corner with storage 2.585 kHz
temperature peak: 25.22 kHz, gain 0.1998
temperature band: 2.533 to 251.1 kHz
50% modulation at w tau = 1, without storage:
  density gain 0.6993; linear 0.7071
  mean density shift 1.308 %
  second/first density harmonic 1.62 %
ion transit over half height 21.08 us
loss exponent 0: tau 53.59 us, 1/b 0.2150
loss exponent 1: tau 65.35 us, 1/b 0.2064
ionization density exponent 0.1: static T gain -0.0167
  static density gain 1.0594
d ln T0/d ln gas density -0.1572
tail energy exchange 4.51e+05 s^-1 (Coulomb log 10)
tail inelastic rate 3.46e+06 s^-1
done: every assertion held
```
